# Interface Dipole per Bond for a Given Schottky Barrier Shift

A flat metal-semiconductor contact has \(7\times10^{14}\) interface bonds per square centimetre. A change in the chemistry of the interface gives every bond the same additional electric dipole, whose component perpendicular to the interface is \(p\). The electron barrier is to change by 0.3 eV.

Take the \(z\) axis perpendicular to the interface, with the semiconductor at \(z<0\) and the metal at \(z>0\). A dipole points from negative to positive charge, so \(p>0\) means that its positive end faces the metal. The electron barrier is \(\Phi_n=E_c-E_F\), where \(E_c\) is the conduction-band edge of the semiconductor at the interface and \(E_F\) is the Fermi level.

Use Hartree atomic units, in which the elementary charge is 1 and Poisson's equation reads \(\nabla^2V=-4\pi\rho\). Treat the electrostatics as that of vacuum: \(\rho\) is the whole change in charge density, including the response of all electrons and ions, and no further screening is applied. Assume that the band gap and all other contributions to the level alignment stay fixed.

## Part (a): the potential step of a neutral layer

**Question.** The additional charge, averaged over the plane, is \(\rho(z)\). It vanishes outside \(-L<z<L\), its total per unit area is zero, and there is no external field. Find the difference in average potential across the layer.

**Answer.** In a laterally periodic layer, the terms \(\partial^2V/\partial x^2\) and \(\partial^2V/\partial y^2\) average to zero over a lattice cell, because the slopes of \(V\) are equal on opposite cell edges. The averaged potential therefore obeys

\[
\frac{d^2V}{dz^2}=-4\pi\rho(z).
\]

With the field \(E=-dV/dz\), this becomes \(dE/dz=4\pi\rho\). The field is zero at \(z=-L\), so

\[
E(z)=4\pi\int_{-L}^{z}\rho(z')\,dz'.
\]

At \(z=L\) the integral is the total charge per area, which is zero. The field is thus confined to the layer.

The potential step follows from a second integration, done by parts:

\[
\begin{aligned}
V(L)-V(-L)&=-\int_{-L}^{L}E\,dz\\
&=-\bigl[zE\bigr]_{-L}^{L}+\int_{-L}^{L}z\,\frac{dE}{dz}\,dz\\
&=4\pi\int_{-L}^{L}z\rho(z)\,dz .
\end{aligned}
\]

The boundary term vanishes because \(E(\pm L)=0\). The remaining integral is the dipole moment per unit area. Moving the origin by \(z_0\) changes it by \(-z_0\int\rho\,dz=0\), so the step does not depend on where the origin is placed.

Two profiles with different shapes but the same first moment give the same step. The shape affects only how the potential varies inside the layer, where it need not rise steadily.

Neutrality is essential. If the layer had a net charge \(\sigma\) per area, the fields on its two sides would differ by \(4\pi\sigma\). The potential would then keep changing with distance on at least one side, and no single number could be called the step.

## Part (b): from the potential step to the barrier

**Question.** Express the change of the electron barrier through the bond density \(n\) and the dipole \(p\). Which orientation raises the barrier, and what happens to the hole barrier?

**Answer.** Each bond contributes \(p\) to the perpendicular dipole moment and there are \(n\) bonds per area. Hence \(\int z\rho\,dz=np\), and part (a) gives

\[
V_{\rm metal}-V_{\rm semi}=4\pi np .
\]

An electron has charge \(-1\), so its potential energy is \(-V\). Relative to the metal, the electron levels of the semiconductor move by

\[
(-V_{\rm semi})-(-V_{\rm metal})=4\pi np .
\]

The Fermi level keeps its position relative to the levels of the metal, while \(E_c\) moves with the levels of the semiconductor. The barrier change is therefore

\[
\Delta\Phi_n=4\pi np .
\]

This uses the assumption of part (a) that there is no field outside the layer. In a doped semiconductor, a changed barrier also changes the depletion charge and with it the field at the interface. The formula neglects the potential drop of this additional field across the layer, which is \(4\pi\,\Delta\sigma\,d\) for an unscreened layer of thickness \(d\) and a change \(\Delta\sigma\) of the depletion charge per area. For a semiconductor of permittivity 11.7 whose band bending changes from 0.5 to 0.8 V, and \(d=4.5\) bohr, this is about 3 meV at a doping of \(10^{16}\) cm\(^{-3}\), 30 meV at \(10^{18}\) cm\(^{-3}\) and 90 meV at \(10^{19}\) cm\(^{-3}\); screening within the layer divides these values by its permittivity. The neglect is therefore justified for a thin layer and light doping, but not for heavy doping.

A dipole with its positive end towards the metal raises the electron barrier. This agrees with a direct picture: an electron going from the metal to the semiconductor crosses the layer from its positive to its negative side, against the electric force, and so gains potential energy. Reversing all dipoles changes the sign of \(p\) and lowers the barrier by the same amount.

The hole barrier is \(\Phi_p=E_F-E_v\), with \(E_v\) the valence-band edge at the interface. Since \(\Phi_n+\Phi_p=E_c-E_v\) is the fixed band gap, \(\Delta\Phi_p=-\Delta\Phi_n\).

## Part (c): the required dipole

**Question.** Calculate the magnitude of \(p\) for the 0.3 eV shift, in atomic units and in debye.

**Answer.** Solving the result of part (b) for the dipole gives

\[
p=\frac{\Delta\Phi_n}{4\pi n}.
\]

The input data in atomic units are

\[
\Delta\Phi_n=0.011025\ \text{hartree},\qquad
n=0.019602\ \text{bohr}^{-2}.
\]

Thus

\[
p=\frac{0.011025}{4\pi\times0.019602}
=\frac{0.011025}{0.24633}
=0.04476\ e\,\text{bohr}.
\]

One atomic unit of dipole is 2.54175 debye, so

\[
p=0.04476\times2.54175\ \text{debye}=0.1138\ \text{debye}.
\]

The required perpendicular dipole is about 0.11 debye per bond. The further digits are kept for comparing calculations; a shift stated as 0.3 eV does not fix the physical dipole so finely.

The dipole is proportional to the shift and inversely proportional to the bond density. Halving the density at the same shift doubles the dipole needed per bond. As the density tends to zero, the required dipole grows without limit, and the uniform-layer picture also becomes poorer because the bonds move apart. Part (e) makes that second statement quantitative.

## Part (d): how much charge is involved?

**Question.** Represent each bond by charges \(+q\) and \(-q\), separated perpendicular to the interface by a model distance \(d=4.5\) bohr. Find \(q\), and confirm the step by treating the charges as two uniform sheets.

**Answer.** The dipole is \(p=qd\), so

\[
q=\frac{p}{d}=\frac{0.04476}{4.5}=0.00995 .
\]

About one hundredth of an elementary charge per bond is enough. The step \(4\pi nqd\) is proportional to \(q\), and a whole elementary charge per bond at this separation would give about 30 eV.

For the sheet picture, the charge per area is \(\sigma=nq\) on the metal side and \(-\sigma\) on the semiconductor side. Starting from zero field in the semiconductor and crossing the negative sheet, the field becomes \(E=-4\pi\sigma\). It returns to zero at the positive sheet. The potential rise between them is

\[
-Ed=4\pi\sigma d=4\pi nqd=4\pi np,
\]

in agreement with part (b).

The number \(q\) is an equivalent point charge. It depends on the chosen \(d\): a separation twice as large needs half the charge for the same shift. The barrier shift fixes the product \(qd\), and does not determine a charge belonging to an individual atom.

A smooth, asymmetric charge distribution offers a different check. With its first moment set to \(np\), numerical integration of Poisson's equation gives a shift of 0.30000 eV. This tests the statement that the sheets may be replaced by another neutral profile.

## Part (e): when can separate bonds be treated as a uniform layer?

**Question.** Put the charge pairs of part (d) on a square lattice. Find how the step between the heights \(-h\) and \(+h\) varies along the plane, for \(h>d/2\). Evaluate it at \(h\) equal to one lattice spacing, over a bond and over the centre of a square.

**Answer.** The lattice spacing is \(a=1/\sqrt n=7.142\) bohr. A plane of point charges \(q\) at the lattice sites has the surface density

\[
q\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)
=nq\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},
\]

where \(\mathbf r\) is the position in the plane, \(\mathbf R\) runs over the sites and \(\mathbf G\) over the reciprocal lattice vectors. Write \(G=|\mathbf G|\).

Take a component with \(G\ne0\). Away from the plane, Laplace's equation gives \(V_G''=G^2V_G\). The solution that decays on both sides is \(V_G=Ae^{-G|z|}\). Its slope jumps by \(-2GA\) at the plane, while Poisson's equation requires a jump of \(-4\pi nq\). Therefore \(A=2\pi nq/G\).

Now place \(+q\) at \(z=d/2\) and \(-q\) at \(z=-d/2\). Above both charges,

\[
\begin{aligned}
V_G(h)&=\frac{2\pi nq}{G}
\left[e^{-G(h-d/2)}-e^{-G(h+d/2)}\right]\\
&=\frac{4\pi nq}{G}\,e^{-Gh}\sinh\frac{Gd}{2}\\
&=2\pi np\,e^{-Gh}\,\frac{\sinh(Gd/2)}{Gd/2}.
\end{aligned}
\]

The last line uses \(q=p/d\). Reflection in the plane \(z=0\) exchanges the two charges and so reverses the potential. The step at fixed \(\mathbf r\) is then twice the potential at \(+h\). Adding the uniform part \(4\pi np\) from part (b),

\[
\Delta(\mathbf r,h)=4\pi np\left[1+\sum_{\mathbf G\ne0}
\cos(\mathbf G\cdot\mathbf r)\,e^{-Gh}\,
\frac{\sinh(Gd/2)}{Gd/2}\right].
\]

The shortest reciprocal vectors are four vectors of length \(2\pi/a\). For them \(Gd/2=\pi\times4.5/7.142=1.979\), and the last fraction is 1.793. At \(h=a\), the four terms together have the size

\[
4e^{-2\pi}\times1.793=0.0134 .
\]

The next four vectors have length \(2\pi\sqrt2/a\). Their fraction is 2.924, and together they have the size

\[
4e^{-2\pi\sqrt2}\times2.924=0.0016 .
\]

Over a bond every cosine is 1. Over the centre of a square, \(\mathbf r=(a/2,a/2)\), the first four cosines are \(-1\) and the next four are \(+1\). Keeping these two groups,

\[
\begin{aligned}
\Delta_{\rm bond}&\approx0.3\,(1+0.0134+0.0016)\ \text{eV}=0.3045\ \text{eV},\\
\Delta_{\rm centre}&\approx0.3\,(1-0.0134+0.0016)\ \text{eV}=0.2965\ \text{eV}.
\end{aligned}
\]

Direct addition of the Coulomb potentials gives 0.30455 eV and 0.29648 eV. The two deviations from 0.3 eV are unequal in size because the second group of terms has the same sign at both positions.

At three spacings, the first group has shrunk to \(4e^{-6\pi}\times1.793\), about \(5\times10^{-8}\) of the full step. The direct sums there give 0.30000 eV at both positions. The separate bonds thus act as a uniform layer once the distance from the plane exceeds the spacing by a modest factor. Closer in, but still outside the two charge planes, an electron meets a potential that varies from place to place, and one number for the step describes only its lateral average. Between the charge planes, even this average is smaller than the full step.

## Part (f): how wide must the layer be?

**Question.** Replace the infinite layer by a uniform disc of point dipoles with radius \(R\). Find the step between \(-h\) and \(+h\) on its axis, and discuss the limits \(h\ll R\) and \(h\gg R\).

**Answer.** A dipole \(p\) along \(z\) at distance \(s\) from the axis produces the potential \(ph/(s^2+h^2)^{3/2}\) at height \(h\). Summing over rings of area \(2\pi s\,ds\),

\[
\begin{aligned}
V(h)&=2\pi nph\int_0^R\frac{s\,ds}{(s^2+h^2)^{3/2}}\\
&=2\pi nph\left[-\frac{1}{\sqrt{s^2+h^2}}\right]_0^R\\
&=2\pi np\left[1-\frac{h}{\sqrt{R^2+h^2}}\right].
\end{aligned}
\]

The potential at \(-h\) is the negative of this, so the step is

\[
S(R)=4\pi np\left[1-\frac{h}{\sqrt{R^2+h^2}}\right].
\]

For \(h\ll R\), it approaches \(4\pi np\), with a relative deficit of about \(h/R\). For this free-standing disc each side supplies half of the step, \(2\pi np\). Next to a metal, whose potential stays constant, the whole step appears on the semiconductor side; for \(h\gg d\) its size on the axis is still given by \(S(R)\). For \(h\gg R\), the bracket tends to \(R^2/(2h^2)\) and the step disappears: from far away, the disc is a single dipole of finite size. The barrier formula therefore belongs to points that are far from the plane compared with the bond spacing, but close compared with the width of the uniform region. A small patch with a different dipole does not impose its full shift at distances comparable with its own radius.

The deficit also matters when lattice sums are evaluated. At \(h=3a\) and \(R=400a\), it is \(3/400\), or 0.75% of the full step. Expanding the square root gives \(S(R)=4\pi np\,[1-h/R+h^3/(2R^3)-\dots]\), so the combination

\[
2S(2R)-S(R)=4\pi np\left[1-\frac{3h^3}{8R^3}+\dots\right]
\]

is free of the \(1/R\) term. The lattice values in part (e) were obtained in this way from discs of radius \(400a\) and \(800a\).

## Part (g): tilted and unequal bonds

**Question.** (i) The positive and negative charges of each pair are displaced relative to each other by 3.0 bohr along the plane, with \(q\) and the perpendicular separation unchanged. What happens to the distant step and to the total dipole of a bond? (ii) What dipole is needed if only half of the bonds carry one?

**Answer.** (i) The in-plane displacement does not alter \(\int z\rho\,dz\), so the distant step remains \(4\pi np\). The direct lattice sum for the tilted pairs, three spacings from the plane, gives 0.30000 eV.

The total dipole is larger, since it now also has an in-plane component:

\[
p_{\rm tot}=q\sqrt{4.5^2+3.0^2}=0.00995\times5.408
=0.0538\ e\,\text{bohr},
\]

or about 0.137 debye. This value refers to the chosen pairing of the charges: in a periodic layer, an offset of \(3.0-a=-4.142\) bohr describes the same charge distribution with a different in-plane component, while the perpendicular component is unaffected. If \(\theta\) is the angle between the bond dipole and the surface normal, then \(p=p_{\rm tot}\cos\theta\). A barrier shift determines the perpendicular component \(p\), and the total dipole follows from it only if the angle is known. A dipole lying in the plane gives no average step.

(ii) For unequal bonds the first moment per area is \(n\bar p\), where \(\bar p\) is the mean perpendicular dipole over all bonds. The mean must still be 0.1138 debye. If half of the bonds contribute nothing, each of the others needs twice this value, about 0.23 debye. The same average shows that equal numbers of opposite dipoles cancel, although the potential close to the plane still varies. For the mean to describe the contact, the period \(\lambda\) on which the two kinds of bond are mixed must not be large compared with the distance \(h\) at which the step is read. As in part (e), the lateral variation decays as \(e^{-2\pi h/\lambda}\); for alternating stripes of equal width it is below 0.5% of the step at \(h=\lambda\).

## Part (h): the meaning of "in vacuum"

**Question.** Suppose that a bare dipole \(p_0\) per bond is inserted in a layer which responds linearly with a uniform relative permittivity \(\varepsilon\). The bare charges lie entirely inside this layer. Which \(p_0\) gives the same barrier shift? Does this contradict part (c)?

**Answer.** Let \(\rho_0\) be the bare charge density. The field it would produce in vacuum is \(E_0=4\pi\int_{-L}^{z}\rho_0\,dz'\), and the response reduces the field to \(E=E_0/\varepsilon\). Repeating the integration of part (a) gives the step \(4\pi np_0/\varepsilon\). The required bare dipole is

\[
p_0=\varepsilon\,\frac{\Delta\Phi_n}{4\pi n}=\varepsilon p .
\]

There is no contradiction. The polarization of the layer is \(P=(\varepsilon-1)E/(4\pi)\), and its dipole per area is

\[
\int P\,dz=\frac{\varepsilon-1}{4\pi}\int E\,dz
=-\frac{\varepsilon-1}{4\pi}\,\frac{4\pi np_0}{\varepsilon}
=-\frac{\varepsilon-1}{\varepsilon}\,np_0 .
\]

The minus sign shows that the response opposes the bare dipole. Adding the two contributions,

\[
np_0-\frac{\varepsilon-1}{\varepsilon}\,np_0=\frac{np_0}{\varepsilon}=np .
\]

The total dipole per bond is again 0.1138 debye. Whether a permittivity belongs in the formula depends on which dipole is meant: with the total dipole it must be left out, since the response would otherwise be counted twice. A uniform \(\varepsilon\) is itself a model, and a layer one bond thick need not respond like a piece of bulk material.

The same distinction applies to electronic states at the interface. If a new dipole causes charge to move into or out of such states, that charge produces a dipole of its own. The barrier then follows the sum of both, and an estimate from the inserted dipole alone can be wrong.

The values quoted from numerical integration and direct summation are collected in the numerical output below.

## Computed results

```
Required barrier shift: 0.3 eV
Bond density: 7.0e+14 per cm^2
Barrier shift in atomic units: 0.011025 hartree
Bond density in atomic units: 0.019602 per bohr^2
Square-lattice spacing: 7.142 bohr
Required perpendicular dipole: 0.04476 e bohr
One atomic unit of dipole: 2.54175 debye
Required perpendicular dipole: 0.1138 debye
Model charge separation: 4.5 bohr
Equivalent charge at each end: 0.00995 e
Shift from smooth charge profile: 0.30000 eV
Lattice shift, 1 spacing away, over bond: 0.30455 eV
Lattice shift, 1 spacing away, over hollow: 0.29648 eV
Lattice shift, 3 spacings away, over bond: 0.30000 eV
Lattice shift, 3 spacings away, over hollow: 0.30000 eV
In-plane charge offset of tilted pairs: 3.0 bohr
Lattice shift, 3 spacings away, tilted: 0.30000 eV
Lattice shift with reversed dipoles: -0.30000 eV
```
